The tight-binding spectral shape parameter and half filling, derived two ways

## First derivation: the recursion chain

Take a triangle of atoms with one s orbital each, fill half of its states, and measure its band energy in units of the root-mean-square width of its spectrum. The binding is 0.707. A dimer gives 1.000 and a body-centred cubic crystal 0.730. Yet the shape parameter

s = μ4/μ2² − μ3²/μ2³ − 1,

whose small values can signal strong binding at half filling, is zero for the triangle as well as for the dimer, and 2.375 for the crystal. The triangle has the smallest possible s and binds less than the crystal. What small s does guarantee, and what must be added to it, follows from two derivations.

### Conventions

H is a real symmetric one-electron Hamiltonian in an orthonormal basis, and u0 is the orbital of one atom. The local density of states gives each energy level the weight with which u0 contains it, so the weights add to one. Angle brackets ⟨…⟩ denote averages over this density. Energies x are measured from its mean, so ⟨x⟩ = 0, and the central moments are

μn = ⟨xⁿ⟩ = ⟨u0|Hⁿ|u0⟩.

I assume μ2 > 0: the atom is coupled to something. When all atoms are equivalent, the local density is also the total density per atom. Otherwise each atom has its own s.

The filling f is the occupied fraction of the spin-orbitals on the atom. The band energy per atom, E, counts both spins and is measured from the mean level. Half filling means f = 1/2, one electron per s orbital.

### The identity

The recursion method builds an orthonormal chain of vectors by letting H act repeatedly on u0. Its first two steps are

H u0 = b1 u1
H u1 = b1 u0 + a1 u1 + b2 u2.

The first line has no u0 term because ⟨u0|H|u0⟩ = 0. In the second, the coefficient of u0 is b1 because H is symmetric: ⟨u0|H|u1⟩ = ⟨u1|H|u0⟩ = b1. Whatever is left of H u1 defines the direction u2 and the length b2 ≥ 0. Acting with H on the first line gives

H²u0 = b1(b1 u0 + a1 u1 + b2 u2).

The moments are scalar products of these vectors, because H can be moved from one side of the product to the other:

μ2 = ⟨Hu0|Hu0⟩ = b1²
μ3 = ⟨Hu0|H²u0⟩ = b1² a1
μ4 = ⟨H²u0|H²u0⟩ = b1²(b1² + a1² + b2²).

Hence

μ4/μ2² = 1 + a1²/b1² + b2²/b1²
μ3²/μ2³ = b1⁴a1²/b1⁶ = a1²/b1².

Subtracting the second line and 1 from the first leaves

s = (b2/b1)².

The skewness term in s removes the part of μ4 that comes from a1. What remains compares two couplings: the atom to its surroundings, b1, and those surroundings to the rest of the system, b2.

### What s = 0 means

If b2 = 0, H maps the space of u0 and u1 into itself. In that space it is the matrix with rows (0, b1) and (b1, a1), whose levels solve e² − a1e − b1² = 0:

e± = [a1 ± √(a1² + 4b1²)]/2.

Their product is −b1², so one level lies below the mean and one above. Their weights satisfy w− + w+ = 1 and, since the mean is zero, w−e− + w+e+ = 0. Therefore

w− = e+/(e+ − e−) = ½[1 + a1/√(a1² + 4b1²)].

Conversely, if u0 contains two levels, every Hⁿu0 lies in a two-dimensional space. There is no room for u2, and b2 = 0. So s = 0 holds if and only if the local spectrum has two levels. Nothing in this makes their weights equal. That requires a1 = 0, which is the same as μ3 = 0.

### Which filling a two-level spectrum favours

Let ρ be the density matrix for one spin. It is a function of H, with eigenvalue 1 below the Fermi level, 0 above it, and possibly a fraction on a degenerate level at the Fermi energy. Then f = ⟨u0|ρ|u0⟩ and

E = 2⟨u0|ρH|u0⟩ = 2b1⟨u0|ρ|u1⟩.

The band energy is the coupling b1 times a bond order between the atom and its environment. To bound the bond order, split off the part of ρu0 along u0:

ρu0 = f u0 + r, with ⟨u0|r⟩ = 0.

The eigenvalues of ρ lie between 0 and 1, so ρ² ≤ ρ, and the length of r obeys

⟨r|r⟩ = ⟨u0|ρ²|u0⟩ − f² ≤ f − f² = f(1 − f).

As u1 is a unit vector orthogonal to u0, the bond order is ⟨u1|r⟩, whose size cannot exceed the length of r. Thus

|E| ≤ 2b1√(f(1 − f)).

At half filling the ceiling is b1. The sign of E is negative, or zero for an empty or full band, because filling from below puts more weight on negative x.

Suppose the ceiling is reached for some 0 < f < 1. Write c = √(f(1 − f)). Then r must point along −u1 with length c:

ρu0 = f u0 − c u1.

Since ρ commutes with H, the vectors Hρu0 and ρHu0 are equal. The first is

Hρu0 = f b1 u1 − c(b1 u0 + a1 u1 + b2 u2).

For the second, ρHu0 = b1ρu1 is needed. Reaching the ceiling also required ⟨u0|ρ²|u0⟩ = ⟨u0|ρ|u0⟩. Because ρ − ρ² has no negative eigenvalue, this means ρ²u0 = ρu0. Applying ρ to u1 = (f u0 − ρu0)/c then gives

ρu1 = (f − 1)ρu0/c = −[(1 − f)/c](f u0 − c u1) = −c u0 + (1 − f)u1,

where f(1 − f)/c = c was used. Now compare b1ρu1 with Hρu0. The u0 terms agree. The u2 term requires b2 = 0, and the u1 terms require

b1(1 − f) = f b1 − c a1, so a1/b1 = (2f − 1)/√(f(1 − f)).

The largest binding at given b1 and f therefore needs s = 0 and a particular skewness. At half filling it needs s = 0 and a1 = 0: two levels of equal weight.

The triangle is now explained. With hopping h = −1 its levels are −2, 1 and 1, so the lower level has weight 1/3. Three electrons give −2 − 2 + 1 = −3, or −1 per atom, and with b1 = √2 the binding is 1/√2 = 0.707. At f = 1/3 two electrons give −4/3 per atom, and the binding is 0.943. This equals the ceiling 2√(2/9) for that filling.

### Small but finite s

Now let the local spectrum be symmetric about its mean. This holds for equivalent atoms on two sublattices when hopping joins opposite sublattices: reversing the sign of the orbitals on one sublattice turns H into −H. At half filling the negative half of the spectrum is occupied, so

E = 2 × (contribution of negative x to ⟨x⟩) = −⟨|x|⟩.

For v = |x|/b1 ≥ 0,

2v − 3v² + v⁴ = v(v − 1)²(v + 2) ≥ 0,

so v ≥ (3v² − v⁴)/2. On averaging, ⟨v²⟩ = 1 and ⟨v⁴⟩ = μ4/μ2² = 1 + s, since μ3 = 0. Therefore

b1(1 − s/2) ≤ |E| ≤ b1.

When s is small, a symmetric spectrum at half filling binds almost as strongly as any spectrum of the same b1 can.

### Dimer, chain and cubic lattices

With one orbital per atom and nearest-neighbour hopping h = −1, μn is (−1)ⁿ times the number of closed walks of n steps. The number of neighbours is μ2.

For the dimer one walk exists at each even n, so μ2 = μ4 = 1 and s = 0. In the chain a closed four-step walk has two steps each way, which can be ordered in 6 ways: μ2 = 2, μ4 = 6, and s = 6/4 − 1 = 1/2.

In the simple cubic lattice, walks along one axis number 3 × 6 = 18. Walks that go out and back along two axes number 3 × 24 = 72. With μ4 = 90, s = 90/36 − 1 = 3/2. A body-centred step changes all three coordinates by ±1 independently, so μ4 = 6³ = 216 and s = 216/64 − 1 = 19/8. The square lattice works the same way in its two diagonal coordinates: μ4 = 36 and s = 36/16 − 1 = 5/4.

In the face-centred lattice each of the 12 neighbours shares 4 neighbours with the origin, so μ3 = −48. A closed four-step walk joins two two-step walks with the same endpoint. The origin is reached in 12 ways, 12 first neighbours in 4 ways each, 6 second neighbours in 4, 24 third neighbours in 2 and 12 fourth neighbours in 1. The sum of squares is

μ4 = 144 + 192 + 96 + 96 + 12 = 540,

and s = 540/144 − 48²/12³ − 1 = 17/12.

Write U = |E|/b1 at half filling. The chain has levels −2 cos k, and the average of |cos k| is 2/π, so U = (4/π)/√2 = 0.900. The square and body-centred bands are products of independent cosines, −4 cos u cos v and −8 cos kx cos ky cos kz, with U = (16/π²)/2 = 0.811 and U = 8(2/π)³/√8 = 0.730. For the other two lattices I summed the lower half of the band levels on a uniform grid of wavevectors: U = 0.818 for simple cubic and 0.755 for face-centred cubic.

The dimer, chain, square and body-centred lattice follow the order of s. The simple cubic lattice does not: it has larger s than the square lattice, 1.5 against 1.25, and still binds slightly more. Four moments leave part of the energy undetermined.

A simple model of repulsion shows why comparison at equal b1 is useful. Let each bond also carry a repulsion Ah², with the same A and h(r) in every structure. With z neighbours, the repulsion per atom is zAh²/2 = Ab1²/2, and

Etotal = Ab1²/2 − Ub1.

Its minimum lies at b1 = U/A and equals −U²/(2A). In this model the structure with the largest U is lowest after each has relaxed its bond length. The model does not predict real crystal structures: the alkali metals have a half-filled s shell and form body-centred crystals at room temperature and ordinary pressure, not solids of dimers. Their p orbitals and the Coulomb energies of the metal are left out here. Relative to the dimer, the relaxed energies are 0.811 for the chain, 0.670 for simple cubic, 0.571 for face-centred and 0.533 for body-centred cubic.

The preference for the dimer is confined to fillings near one half: at f = 0.44 the chain already binds slightly more. At f = 0.1 the dimer has |E|/b1 = 2 × 0.1 = 0.200, the least of all these structures, while face-centred cubic reaches 0.446. A few electrons gain from a deep lower band edge, which the dimer lacks.

## Second derivation: the spectrum as a distribution

The local density of states has mean zero, central moments μn and averages ⟨…⟩. The recursion coefficients satisfy b1² = μ2 and a1 = μ3/μ2, and the first derivation gave s = (b2/b1)². The skewness is γ = μ3/μ2^(3/2) = a1/b1. E is the band energy per atom for two spins, f the filling, and U = |E|/b1 at half filling. The derivation below obtains the identity again without multiplying out the chain, by asking how nearly a spectrum can be annihilated by a quadratic.

### The identity as a least-squares residue

A quadratic x² − αx − β can vanish at two energies. If it can be made small over the whole spectrum, the spectrum is nearly a pair of levels. Measure its size by

R(α, β) = ⟨(x² − αx − β)²⟩.

Expanding, with ⟨x⟩ = 0,

R = μ4 + α²μ2 + β² − 2αμ3 − 2βμ2.

Completing both squares gives

R = μ2(α − μ3/μ2)² + (β − μ2)² + μ4 − μ3²/μ2 − μ2².

The minimum is at α = μ3/μ2 = a1 and β = μ2 = b1². Its value is

Rmin = μ4 − μ3²/μ2 − μ2² = μ2² s.

So s is the smallest mean square of such a quadratic, in units of μ2². It cannot be negative.

The same minimum is a squared distance. The function x² − αx − β corresponds to the vector H²u0 − αHu0 − βu0, whose squared length is R. Hence Rmin is the squared distance of H²u0 from the plane spanned by u0 and Hu0. The recursion creates u2 from the part of H²u0 outside this plane. That part has length b1b2: the first application of H contributes a factor b1 along u1, and the second a factor b2 along u2. Therefore

μ2² s = b1²b2², and s = b1²b2²/b1⁴ = (b2/b1)².

### How close the spectrum is to two levels

Call the best quadratic P(x) = (x − e−)(x − e+). Its roots are e± = b1[γ ± √(γ² + 4)]/2, at separation

g = e+ − e− = b1√(4 + γ²).

Let d be the distance from x to the nearer root. The farther root is at least g/2 away, so |P(x)| ≥ d g/2. Squaring and averaging give

⟨d²⟩ ≤ 4⟨P²⟩/g² = 4b1²b2²/[b1²(4 + γ²)] = 4b2²/(4 + γ²) ≤ b2².

The root-mean-square distance of the spectrum from the two levels is at most b2, while the levels are at least 2b1 apart. Small s thus means that most weight lies near two well-separated energies. It does not exclude a little weight elsewhere.

For γ = 0 the constant in the bound cannot be lowered. Put weight p at x = 0 and share the rest equally between x = ±1. Then μ2 = μ4 = 1 − p, s = 1/(1 − p) − 1 = p/(1 − p), and b2² = μ2s = p. The central level lies √(1 − p) from either root, so ⟨d²⟩ ≥ p(1 − p). Its ratio to the bound tends to one as p → 0.

### When the density must have two peaks

Small ⟨d²⟩ concentrates the weight but does not say at what s a dip must appear. For symmetric densities there is a definite answer. Suppose n(x) is symmetric and unimodal, meaning that it never rises as |x| grows. For a smooth n,

n(x) = ∫ from |x| to ∞ of [−n′(c)] dc.

This is a sum of boxes extending from −c to c, with weights −2c n′(c) ≥ 0 that add to one. Densities with steps follow as limits. One box has second moment c²/3 and fourth moment c⁴/5. With averages over the box weights,

μ4/μ2² = (⟨c⁴⟩/5)/(⟨c²⟩²/9) ≥ 9/5,

because ⟨c⁴⟩ ≥ ⟨c²⟩². With μ3 = 0 this reads s ≥ 4/5, with equality for a single box.

A symmetric density with s < 4/5 therefore rises somewhere as |x| grows, and by symmetry it does so on both sides. There is a dip between two higher regions. The chain, with s = 1/2, must be of this kind, and its density does peak at the two band edges.

The value s = 1 is not a sharp border between two-peaked and single-peaked spectra. It is the value for a recursion chain with b2 = b1, as for the semicircular density. But the domed density proportional to (1 − x²)^(1/4) on −1 < x < 1 has one maximum, and numerical integration of its moments gives s = 0.909.

### Energy bounds from the distribution

Let θ(x) be the occupation of a level, between 0 and 1, with ⟨θ⟩ = f. Since ⟨x⟩ = 0, subtracting f from θ changes nothing:

E = 2⟨θx⟩ = 2⟨(θ − f)x⟩.

The Cauchy–Schwarz inequality gives E² ≤ 4μ2⟨(θ − f)²⟩. Because θ² ≤ θ, ⟨(θ − f)²⟩ = ⟨θ²⟩ − f² ≤ f(1 − f), and

|E| ≤ 2b1√(f(1 − f)).

For 0 < f < 1, equality requires θ − f to be proportional to x and θ to be 0 or 1 throughout the spectrum. Then x takes two values, and the lower one carries weight f. At half filling the weights are equal and γ = 0.

For a symmetric spectrum at half filling, |E| = ⟨|x|⟩. The inequality v ≥ (3v² − v⁴)/2 may be used with v = |x|/q for any q > 0. After multiplication by q it gives

⟨|x|⟩ ≥ ½(3μ2/q − μ4/q³).

The right side is largest where −3μ2/q² + 3μ4/q⁴ = 0, so q² = μ4/μ2. There μ4/q³ = μ2/q, and the bound becomes μ2/q = μ2^(3/2)/μ4^(1/2). With μ4 = μ2²(1 + s),

b1/√(1 + s) ≤ |E| ≤ b1.

This improves on the earlier lower bound b1(1 − s/2), which was the choice q = b1. For the chain it guarantees U ≥ 0.816, and the actual value is 0.900.

Large s does not imply weak binding. Put weight 0.4995 at each of x = ±1 and 0.0005 at each of x = ±10. The distant levels raise s to 8.11, but U = 0.962, above the chain. Small s is sufficient for strong binding in a symmetric half-filled spectrum, and it is not necessary.

### From dimer to chain

Within one family the order by s is strict. Let the hopping strengths along a chain alternate between t1 and t2. A cell has two atoms, and its levels are ±|t1 + t2 exp(ik)|, so

x² = t1² + t2² + 2t1t2 cos k.

Averaging x² and x⁴ over k gives μ2 = t1² + t2² and μ4 = μ2² + 2t1²t2². Hence

s = 2t1²t2²/(t1² + t2²)², and x² = b1²(1 + √(2s) cos k).

At half filling

U = ⟨√(1 + √(2s) cos k)⟩.

Put y = √(2s) cos k. The values y and −y occur equally often, and √(1 + y) + √(1 − y) falls as |y| grows. So U falls steadily from 1 for separate dimers, s = 0, to 0.900 for the uniform chain, s = 1/2. Expanding the root to second order, with ⟨y⟩ = 0 and ⟨y²⟩ = s, gives U ≈ 1 − s/8 for small s.

As an example take t1 = 2.85 eV and t2 = 2.15 eV, rough values for the π electrons of polyacetylene. Then

b1 = √(2.85² + 2.15²) = 3.570 eV
s = 2(2.85 × 2.15)²/(2.85² + 2.15²)² = 0.462
b2 = b1√s = 2.427 eV.

The gap is 2(t1 − t2) = 1.40 eV. Averaging the root over a fine grid of k gives U = 0.917, where 1 − s/8 would give 0.942. At the same b1, the energies per atom are −3.570 eV for dimers, −3.273 eV for the alternating chain and −3.214 eV for the uniform chain.

A real chain does not hold b1 fixed when it alternates. If the mean hopping stays at 2.50 eV instead, the uniform chain has −3.183 eV, and alternation gains 0.0895 eV per atom. Of this, 0.0310 eV is the increase of b1 multiplied by the uniform U. The other 0.0585 eV is the increase of U multiplied by the new b1, and is due to the smaller s.

### Beside the real polymer

The bonds of trans-polyacetylene do alternate, and its optical gap is roughly 1.5 eV, close to the 1.40 eV of the model. The match makes the chosen difference between the hoppings an effective parameter only: electron repulsion also widens the gap, and with the on-site repulsion of 6 eV used below even the uniform chain with hopping 2.50 eV has a charge gap of about 0.8 eV. The gap does not test the mean of the hoppings. The π band alone would overstate the tendency. Take a rough coupling of 41 eV/nm between the hopping and the spacing of neighbouring CH units along the chain axis. The hopping change of 0.35 eV then needs a spacing change of 0.0085 nm. In the zigzag chain this makes single and double bonds differ by about 0.015 nm, more than the roughly 0.01 nm of the real polymer, so these inputs exaggerate the alternation. A rough stiffness of the σ bonds against changes of this spacing, K = 2100 eV/nm², makes the change cost K × (0.00854 nm)²/2 = 0.0765 eV per atom. The net gain is 0.013 eV, a small difference between larger terms that depends on the rough inputs.

The independent-electron assumption may matter more. For two electrons on one isolated double bond with effective on-site repulsion V, the mean-field energy with equal densities for the two spins is V/2 − 2t1, and the exact energy of this two-site model is V/2 − √(V²/4 + 4t1²). For V = 6 eV, a rough choice, correlation lowers the energy of this isolated bond by 0.37 eV per atom, several times the gain from alternation. In connected bonds it is smaller and largely cancels: exact diagonalization of ten-atom rings with the same V gives 0.27 eV per atom for the alternating hoppings and 0.25 eV for the uniform ones. The difference, 0.016 eV, favours alternation and is comparable with the net gain. It is not converged with ring size: it grows from about 0.0075 eV for six atoms to 0.018 eV for twelve, where the sign of one hopping is reversed to keep the shell closed.

Zero-point motion also matters. For a harmonic chain of rigid CH units of mass M, a mode of frequency ω = 2√(K/M) sin(k/2) contributes 4 sin²(k/2) × ħ/(2Mω) = ħ sin(k/2)/√(KM) to the mean square fluctuation of the spacing along the axis. The average over k from 0 to π is 2ħ/(π√(KM)). With M = 13 u the root-mean-square fluctuation is 0.0050 nm, against the static shift of 0.0085 nm, and spreads the hopping by about 0.2 eV. Here K describes the σ bonds alone. The response of the π electrons softens the modes and raises the harmonic fluctuation to about 0.0054 nm. Thermal excitation of the electrons matters little: at 300 K, kT = 0.026 eV is far below the gap. A second-neighbour hopping of 0.2 eV changes s from 0.462 to 0.456 in a diagonalized ring of 400 sites. It leaves the half-filled energy unchanged, because it adds the same cos k term to both bands, and that term averages to zero over the filled one.

### What each derivation assumes

The recursion derivation needs a Hermitian H, taken here as real and symmetric, and an orthonormal basis. In return it gives b1 and b2 as couplings that can be counted from the atom's surroundings. If neighbouring orbitals overlap, the identity holds after they are orthogonalized, but the simple walk counts do not. The bond-order ceiling needs a density matrix with eigenvalues between 0 and 1, and does not require it to commute with H. It therefore also limits the hopping energy of a correlated state with equal density matrices for the two spins. Commutation entered when the case of equality was worked out.

The distribution derivation needs finite moments up to the fourth and refers to no basis, except where b2 is identified with a step of the chain. It gives the distance from two levels and the condition for a dip, neither of which needs the atomic structure. Its energy ceiling assumes that occupation is a function of energy.

Both lower bounds on the binding use a symmetric spectrum at half filling. The triangle violates this condition, which is why s = 0 does not protect it.

Numerical values quoted here were computed with a short program.
